# Linear Stability of a Flat Metal Deposit Fed by Diffusion, part 2

A metal is plated onto a flat electrode, and its surface carries a weak ripple $h=\varepsilon\cos(kx)e^{\sigma t}$ of wavelength $\lambda=2\pi/k$. Does the ripple grow ($\sigma>0$) or decay ($\sigma<0$)?

Metal ions of charge number $n$ cross a layer of thickness $L$ by quasi-steady diffusion, with diffusivity $D$. Excess inert salt keeps the field weak. The layer's outer edge stays flat, at the fixed concentration $c_b$. The frame moves with the deposit at its mean speed $v_0$, and the liquid is taken to be at rest in the laboratory. Formulas hold in any consistent units.

The flat deposit has surface concentration $c_s=c_e+\delta G$, concentration gradient $G$ and current density $i$:

$$G=\frac{c_b-c_e}{L+\delta},\qquad v_0=V_mDG,\qquad i=nFDG .$$

The limiting current density is $nFDc_b/L$. The equilibrium concentration over flat metal is $c_e=c_be^{-u}$, with $u=nF|\eta|/RT$ and overpotential $|\eta|$. The kinetic length is $\delta=D/k_f$. If half of the electrical energy acts on the deposition barrier, the rate constant is

$$k_f=\frac{i_0}{nFc_b}\,e^{u/2},$$

where $i_0$ is the exchange current density at $c_b$.

The curvature $\kappa$ is positive on crests; for the ripple, $\kappa=k^2h$. It raises the metal's energy per mole by $\gamma V_m\kappa$, with surface energy $\gamma$ and molar volume $V_m$. The capillary length is $\ell=\gamma V_m/RT$. A share $\beta$ of this energy raises the deposition barrier; the rest lowers the dissolution barrier. To first order in the amplitude,

$$\sigma=V_mD\,\frac{q(G-\ell c^*k^2)}{1+\delta q},\qquad q=k\coth(kL),$$

with $c^*=c_e+\beta\delta G$. Growth turns into decay at

$$k_c=\sqrt{\frac{G}{\ell c^*}},\qquad \lambda_c=\frac{2\pi}{k_c}=2\pi\sqrt{\frac{\ell c^*}{G}} .$$

Longer ripples grow and shorter ones decay. Setting the surface concentration strictly to zero would remove this capillary limit.

The growth rate was checked against a numerical solution on a really curved surface, with the full curvature and unexpanded exponentials.

Q: Suppose the reaction is infinitely fast, so that local equilibrium holds. What is the critical wavelength then?

A: Set $\delta=0$. Then $c^*=c_e$ and $G=(c_b-c_e)/L$, so

$$\lambda_c=2\pi\sqrt{\frac{\ell Lc_e}{c_b-c_e}}=2\pi\sqrt{\frac{\ell L}{e^u-1}} ,$$

where the last step divides numerator and denominator by $c_e$. As the overpotential rises, $\lambda_c$ tends to zero. This is the failure that a vanishing surface concentration would have produced.

Q: And with a finite reaction rate, at the limiting current?

A: If $c_e\ll\beta\delta G$, then $c^*=\beta\delta G$. This is a separate condition from $c_e\ll c_b$, and a fast reaction can violate it close to the limiting current: with the zinc values used below but $i_0=500$ mA/cm² and 60 mV, the current is 98.5% of the limit, yet $\lambda_c$ is 297 nm while the formula that follows gives 138 nm. Where the condition holds, the gradient cancels:

$$\lambda_c=2\pi\sqrt{\beta\ell\delta}.$$

The thickness of the diffusion layer has dropped out. A thinner layer steepens the gradient, but it raises the surface concentration $c_s\approx\delta G$ in the same proportion, and with it the strength of capillarity.

If $\beta=0$, curvature acts on dissolution alone. For $c_e=0$ exactly there is then no cutoff; at a finite overpotential the cutoff drops to $2\pi\sqrt{\ell c_e/G}$, about 8 nm in the zinc example below.

I tested both limits with the numerical solution on the curved surface, again with $\ell=0.05$ and $\beta=0.5$. The neutral wavenumber was found by root search for $\delta=0$, $u=2$, $L=1$, and for $c_e=0$, $\delta=0.3$ with $L=1$ and $L=2$. It agreed with the formulas within 0.1% in each case.

Q: Many wavelengths grow. Which one grows fastest?

A: Consider ripples much shorter than the layer, $kL\gg1$, so that $q=k$. With $x=k/k_c$ and $a=\delta k_c$ the growth rate is

$$\sigma=v_0k_c\,\frac{x(1-x^2)}{1+ax}.$$

At the maximum the derivative of the fraction vanishes. The quotient rule gives

$$(1-3x^2)(1+ax)-ax(1-x^2)=0 .$$

Multiplying out, the terms $+ax$ and $-ax$ cancel, and $-3ax^3+ax^3=-2ax^3$. What remains is

$$1-3x^2-2ax^3=0 .$$

The left side falls steadily from 1 at $x=0$ to a negative value at $x=1$, so there is one maximum. For a fast reaction, $a\ll1$, it lies at $x=1/\sqrt3$, that is, at $\lambda=\sqrt3\,\lambda_c$. For a slow one, $a\gg1$, the cubic term dominates and $x\approx(2a)^{-1/3}$, so the fastest ripple is much longer than the critical one.

Q: I want numbers for an actual metal.

A: Take zinc, $n=2$, at 298 K, with rough typical values: $\gamma=1.0$ J/m², $D=7.0\times10^{-6}$ cm²/s, $c_b=0.10$ mol/L, $L=50$ µm and $i_0=5.0$ mA/cm². I choose $\beta=0.5$ and $|\eta|=150$ mV.

The molar mass of 65.4 g/mol and the density of 7.14 g/cm³ give $V_m=9.16$ cm³/mol, and hence $\ell=3.69$ nm. The overpotential gives $u=11.68$ and $c_e/c_b=8.5\times10^{-6}$. The rate constant is $k_f=0.0889$ cm/s, so

$$\delta=\frac{7.0\times10^{-6}\ \text{cm}^2/\text{s}}{0.0889\ \text{cm/s}}=7.87\times10^{-5}\ \text{cm}=787\ \text{nm}.$$

This is small compared with $L$. The current density is 26.6 mA/cm², which is 98% of the limiting value of 27.0 mA/cm², and the deposit advances at $v_0=12.6$ nm/s.

Since $c_e$ is about a thousand times smaller than $\beta\delta G=0.0078\,c_b$, the plateau formula applies:

$$\lambda_c=2\pi\sqrt{0.5\times3.69\times787}\ \text{nm}\approx240\ \text{nm}=0.24\ \text{µm}.$$

The full expression with $c^*$ and $G$ gives the same 240 nm.

Q: The current is 98% diffusion-limited. Surely you could have taken the reaction as infinitely fast.

A: For the current, nearly. For the ripples, no. The fast-reaction formula gives 7.9 nm, thirty times too small for this model. The comparison that matters for the current is $\delta$ against $L$, and here $\delta/L$ is below 2%. The ripple compares $\delta$ with $1/k$, and at the critical wavelength $a=\delta k_c=20.6$. On that scale the reaction is slow.

Q: Then the fastest ripple should be much longer than 240 nm.

A: It is. With $a=20.6$ the cubic equation gives $x=0.267$, so the fastest wavelength is $240/0.267\approx900$ nm. The asymptotic form $(2a)^{-1/3}=0.29$ is about 8% above the root, because $3x^2$ is not yet negligible.

For the rate, use $k=2\pi/898\ \text{nm}=0.0070$ nm⁻¹ and $\delta k=ax=5.5$:

$$\sigma=\frac{v_0k(1-x^2)}{1+\delta k}=\frac{12.6\times0.0070\times0.929}{6.5}\ \text{s}^{-1}\approx0.0126\ \text{s}^{-1}.$$

The amplitude grows by a factor $e$ in 79 s, during which 1.0 µm of zinc is deposited. A ripple of 1 nm reaches 12 nm after 200 s, while about 2.5 µm of metal is deposited. Its largest slope is then 0.09, so the small-slope theory is still reasonable, though not for much longer: the full nonlinear evolution gives an amplitude 3% lower at 200 s, with a second harmonic of 1.3 nm, and 32 nm instead of 44 nm at 300 s.

Q: Is the selection sharp? Would I see 900 nm and nothing else?

A: The maximum is broad. The rate is 0.0112 s⁻¹ at 500 nm, 0.0126 s⁻¹ at 1000 nm and still 0.0053 s⁻¹ at 10 µm. On the short side it changes quickly: at 200 nm it is −0.0067 s⁻¹ and at 100 nm it is −0.075 s⁻¹.

The flat top follows from the formula. For $\delta k\gg1$ and $k\ll k_c$ the factor $q/(1+\delta q)$ tends to $1/\delta$, and

$$\sigma\to\frac{v_0}{\delta}=\frac{12.6}{787}\ \text{s}^{-1}=0.016\ \text{s}^{-1},$$

whatever the wavelength. The crest simply meets a concentration that is higher by $Gh$, and the reaction turns this into additional metal. The actual maximum stays below this value because the two inequalities are only moderately well satisfied together. After a few factors of $e$ the linear theory therefore predicts a band of wavelengths, not a single one.

Q: Can I push the critical wavelength up by plating more gently?

A: In this model, yes. With all other settings held fixed, including $L$, $c_b$ and $i_0$:

| Overpotential | Current / limit | $\lambda_c$ | Fastest $\lambda$ |
|---|---|---|---|
| 50 mV | 0.55 | 1.8 µm | 11.7 µm |
| 100 mV | 0.90 | 0.64 µm | 3.2 µm |
| 150 mV | 0.98 | 0.24 µm | 0.90 µm |
| 200 mV | 1.00 | 0.09 µm | 0.26 µm |

From 150 to 200 mV the current rises by little more than 1%, yet $\lambda_c$ falls by a factor of 2.6. On the plateau $\delta\propto e^{-u/2}$, and hence $\lambda_c\propto e^{-u/4}$. The current hides this change because it no longer depends noticeably on the reaction.

Q: You neglected a good deal. Which omission hurts most?

A: I cannot rank them all, but surface diffusion can matter a good deal. Metal atoms can migrate along the surface from crests to valleys. Per atom, with atomic volume $\Omega$, the chemical potential is raised by $\gamma\Omega\kappa$. With surface diffusivity $D_s$ and $\nu$ mobile sites per area, the flux along the surface is $J=-(D_s\nu/k_BT)\,\partial_x(\gamma\Omega\kappa)$. The height changes as $h_t=-\Omega\,\partial_xJ$. Since $\kappa=k^2h$ and $\partial_x^2\kappa=-k^4h$, this adds

$$\sigma_{s}=-Bk^4,\qquad B=\frac{D_s\nu\gamma\Omega^2}{k_BT},$$

to the growth rate. I take $\nu=\Omega^{-2/3}$, one site per atomic area. I have no reliable value of $D_s$ for zinc under an electrolyte, so I used two trial values. For $10^{-10}$ cm²/s the critical wavelength rises from 240 to 266 nm, and for $10^{-8}$ cm²/s to 588 nm. Surface diffusion of this form can only lengthen $\lambda_c$, since it damps every ripple; barriers at the step edges of a growing crystal are outside this flux law.

The choice of $\beta$ matters too: 0.25 gives 170 nm and 0.75 gives 294 nm. Against this range of $\beta$, the share of the electrical energy that acts on the deposition barrier matters more; a $\beta$ below about 0.025 would change $\lambda_c$ by a still larger factor. One half corresponds to a Tafel slope of 59 mV per decade. If the first of the two electron transfers is the slow one, the share is nearer one quarter, $k_f\propto e^{u/4}$ and, at fixed $\beta$, $\lambda_c\propto e^{-u/8}$. At 150 mV the current is then only 77% of the limit. With $\beta$ kept at 0.5, $\lambda_c$ is 1.0 µm, the fastest ripple is 6.0 µm, and a factor $e$ needs 16 µm of deposit. The same mechanism can also change $\beta$. If the capillary energy is paid only in the fast second step, the slow step hardly feels it and the effective $\beta$ is near zero. Without surface diffusion $\lambda_c$ is then about 10 nm and the fastest ripple about 0.3 µm, while a factor $e$ still needs about 15 µm. In a crystal, $\gamma$ must be replaced by the surface stiffness, which includes the change of surface energy with orientation. Doubling it multiplies $\lambda_c$ by $\sqrt2$, to 339 nm.

Q: And the approximations in the liquid?

A: Those I have sized are milder here. Restoring the drift and the time dependence of diffusion changes the largest growth rate by 0.044%. This figure comes from the drift of a liquid at rest; the growing metal really displaces the liquid, which alters its size and sign but leaves it of order 0.1% or less. In the steady layer the inert ions do not move on average, so the field follows from electroneutrality. For a 1:1 salt with ion concentrations $c_+$ and $c_-$, the flux of zinc ions driven by the field is $n^2c_b/(c_++c_-)$ times the diffusion flux at the bulk edge. For 2 mol/L of salt this is about 10%, and less near the metal, where zinc ions are scarce; the limiting current rises by about 5%. The potential difference between crest and mean surface changes the driving of a ripple by roughly 0.07%. A plain ohmic estimate with a conductivity of 200 mS/cm gives only about half of these values, 5% and 0.04%. The Debye length is 0.2 nm at 2 mol/L of salt, so the charged layer at the metal is thin compared with any growing ripple. Its response to curvature competes with $\beta\ell=1.8$ nm, however, and not with the wavelength. A rough estimate with an assumed inner layer of 0.3 nm and 30 µF/cm², and the metal 0.15 to 0.5 V negative of its point of zero charge, lengthens $\lambda_c$ by 3 to 8%.

Hydrogen evolution and natural convection are left out and not sized. The first takes part of the current, and its bubbles stir the liquid.

Q: How does this compare with real zinc plating, and with the memory cells in which metal filaments form?

A: For plating, the exchange current density is an uncertain input, since it depends on the bath and its additives. On the plateau $\delta\propto1/i_0$, so a tenfold change in $i_0$ moves $\lambda_c$ by a factor $\sqrt{10}\approx3$. The 240 nm is thus an order of magnitude for the stated inputs, not a prediction for a particular bath. Zinc can also grow with crystal facets, and a faceted surface has no smooth curvature law of the kind used here.

An electrochemical metallization cell breaks a more basic assumption. Its electrolyte is a thin solid film with no excess of inert salt, and the field drives the ions. Where the field is weak or nearly uniform, field-driven flux relative to diffusion is measured roughly by $nF/RT$ times the voltage across the layer. In the bath above this is about 0.1. If 150 mV dropped unscreened across a film, it would be $u=11.7$ for $n=2$, and the field would be the main cause of transport. If the film holds enough mobile counter-ions of charge $z_-$ to stay electroneutral, the ratio falls towards $n/|z_-|$, which is 1 for a 2:2 salt. Either way the field is not a small correction, so the 240 nm cannot be carried over. What carries over is the competition itself: a protrusion is better supplied, and its curvature works against it.

Q: Is there any practical rule in this for a smooth film?

A: One, under the conditions of the model and for the example's inputs. Roughening needs deposited metal: the fastest ripple gains a factor $e$ per 1.0 µm. A film of 100 nm therefore amplifies it by about $e^{0.1}\approx1.1$, and most of its roughness must come from the substrate or from nucleation, which this theory does not describe. The figure depends strongly on the overpotential: at 200 mV a factor $e$ takes only 175 nm, and the same film amplifies the ripple by 1.8. For thicker films, a lower overpotential lengthens both the critical and the fastest wavelength, at the price of a smaller current. Real zinc need not follow this: from alkaline baths it can grow mossy at low overpotential, by mechanisms outside this model. The remaining values are in the numerical output below.

## Computed values

```
TESTS
largest relative error of growth law: 7.6e-07
same, zinc example at fastest ripple: 1.3e-06
INPUTS (zinc plating, rough typical values)
temperature: 298.15 K; electrons per ion: 2
molar mass: 65.4 g/mol; density: 7.14 g/cm3
surface energy: 1.0 J/m2; barrier share beta: 0.5
ion diffusivity: 7.0e-06 cm2/s
bulk concentration: 0.10 mol/L
diffusion layer L: 50 um
exchange current density: 5.0 mA/cm2
overpotential: 150 mV
FLAT DEPOSIT
molar volume: 9.16 cm3/mol
capillary length ell: 3.69 nm
u = nF|eta|/RT: 11.68
rate constant kf: 0.0889 cm/s
kinetic length delta: 787 nm
ce/cb: 8.49e-06; cs/cb: 0.0155
cstar/cb: 0.00776
limiting current density: 27.02 mA/cm2
current density: 26.60 mA/cm2; ratio 0.9845
deposit speed v0: 12.62 nm/s
RIPPLES
critical wavelength: 240 nm
plateau formula for it: 240 nm
if kinetics were infinitely fast: 7.9 nm
a = delta*kc: 20.6; x = k_fastest/kc: 0.2671
fastest wavelength: 898 nm
largest growth rate: 0.01261 1/s; e-fold time 79.3 s
metal deposited per e-fold: 1002 nm
ripple 1 nm after 200 s: 12.4 nm; slope 0.087
metal deposited in that time: 2525 nm
wavelength 100 nm: rate -0.07463 1/s
wavelength 200 nm: rate -0.00674 1/s
wavelength 500 nm: rate 0.01122 1/s
wavelength 1000 nm: rate 0.01257 1/s
wavelength 10000 nm: rate 0.00530 1/s
wavelength 100000 nm: rate 0.00076 1/s
rate for k -> 0: 0.000249 1/s
TREND WITH OVERPOTENTIAL
50 mV: i/i_lim 0.553, critical 1756 nm, fastest 11705 nm
100 mV: i/i_lim 0.900, critical 637 nm, fastest 3173 nm
150 mV: i/i_lim 0.984, critical 240 nm, fastest 898 nm
200 mV: i/i_lim 0.998, critical 91 nm, fastest 262 nm
NEGLECTED EFFECTS
moving frame and transients, change of top rate: 0.044 %
conductivity (rough): 200 mS/cm
migration/diffusion flux at bulk edge: 5.2 %
ohmic/concentration drive of ripple: 0.041 %
critical, surface diffusivity 1e-10 cm2/s: 266 nm
critical, surface diffusivity 1e-08 cm2/s: 588 nm
critical, beta 0.25: 170 nm
critical, beta 0.75: 294 nm
critical, doubled surface stiffness: 339 nm
Debye length at 2 mol/L: 0.21 nm
```
